Angle-Resolved Cancellation of Phonon Fluxes Between Two Isotropic Solids

Q: If two solids share one temperature, thermodynamics forbids a net heat flow between them. That concerns the total. Why should nothing be left over at one frequency and one angle, with surpluses here paying for deficits there?

A: The total alone does not settle it, so I would count the phonons.

Let solid 1 fill z < 0 and solid 2 fill z > 0, with flat, welded contact. Both are isotropic, lossless and linear elastic, with sound speeds independent of frequency. Each has one longitudinal mode (L) and two transverse modes: SV, polarized in the plane of incidence, and SH, polarized perpendicular to it. Phonons arriving at the interface have independent random phases and the equilibrium occupation

n(ω,T) = 1/[exp(ħω/k_BT) − 1].

Nothing is assumed about the phonons that leave. The zero-point term would add the same ½ to n on both sides and drop out of any difference, so I omit it.

Take a mode i of solid 1, with speed c_i, arriving at angle θ_i from the normal. Per unit volume there are d³k/(2π)³ such states. Since k = ω/c_i,

d³k = k² dk dΩ_i = ω² dω dΩ_i/c_i³.

Each phonon brings energy ħω towards the interface at normal velocity c_i cosθ_i. The incident power per area is therefore

ħω n · c_i cosθ_i · ω² dω dΩ_i/(8π³c_i³) = ħω n ω² cosθ_i dΩ_i dω/(8π³c_i²).

Let τ(i→j) be the fraction of incident power that leaves in mode j of solid 2. Then

dΦ(i→j) = ħω n(ω,T₁) ω² cosθ_i τ(i→j) dΩ_i dω/(8π³c_i²).

The reverse flux has i and j exchanged and T₂ in place of T₁.

Q: Then it fails at once. The factor 1/c² favours the slow solid. At equal temperature and equal angle, the slow side sends more.

A: It sends more towards the interface, but equal angles are the wrong comparison. The two fluxes must use the same path in opposite senses, and the path bends.

The interface is uniform along its plane. The incident wave varies there as exp(ik∥·r), and continuity at every r requires the same k∥ in every outgoing wave. Linearity and time independence preserve ω. With |k∥| = ω sinθ/c this gives Snell's law,

sinθ_i/c_i = sinθ_j/c_j = p,

where p is the common slowness along the interface.

A bundle of directions also changes its solid angle. In polar coordinates, at fixed ω,

d²k∥ = k∥ dk∥ dφ
= (ω sinθ/c)(ω cosθ dθ/c) dφ
= ω² cosθ dΩ/c².

Both solids share d²k∥, so

cosθ_i dΩ_i/c_i² = cosθ_j dΩ_j/c_j².

The factor 1/c² that worried you is absorbed here. Refraction into the faster solid spreads the bundle over a larger solid angle, and matched bundles bring equal incident power at equal n:

dΦ(i→j) = ħω n(ω,T₁) τ(i→j) d²k∥ dω/(8π³).

Q: Matched bundles, then. But equal incident powers cancel only if the interface transmits equally both ways. A wave entering a stiff solid and a wave leaving it are different problems.

A: Take SH first, since it does not convert into other modes. Let the incident displacement amplitude be 1, the reflected r and the transmitted t. Continuity of displacement gives

1 + r = t.

The traction amplitude is proportional to μk_z, with shear modulus μ = ρc². Hence μk_z = ρc²·ω cosθ/c = ωX, where X = Z cosθ and Z = ρc. The reflected wave has the opposite k_z, so continuity of traction gives

X₁(1 − r) = X₂t.

Insert r = t − 1: X₁(2 − t) = X₂t, so t = 2X₁/(X₁ + X₂). The power carried is proportional to X times the squared amplitude, hence

τ = (X₂/X₁)t² = 4X₁X₂/(X₁ + X₂)².

Exchanging the solids leaves τ unchanged. The displacement amplitude t does change; the power fraction does not.

Q: That is one convenient formula. An L wave at oblique incidence makes L and SV waves on both sides. Why should conversion be symmetric?

A: That needs an argument which does not solve for the amplitudes. Write fields as Re[u exp(−iωt)]. The stress is σ_ab = C_abcd ∂_d u_c, with real C_abcd = C_cdab because the stress derives from an elastic energy. The equation of motion is

∂_b σ_ab = −ρω²u_a.

Take two source-free fields A and B at the same ω. By the product rule,

∂_b(σᴬ_ab uᴮ_a − σᴮ_ab uᴬ_a)
= −ρω²uᴬ·uᴮ + σᴬ_ab ∂_b uᴮ_a + ρω²uᴮ·uᴬ − σᴮ_ab ∂_b uᴬ_a
= 0.

The inertial terms cancel directly, and the stress terms cancel through the symmetry of C.

Now let A vary along the interface as exp(ik∥·r) and B as exp(−ik∥·r). Their products do not depend on r, so only the z derivative remains. With traction t_a = σ_az,

W = tᴬ·uᴮ − tᴮ·uᴬ

is independent of z within each solid. Displacement and traction are continuous at a weld, so W has the same value in both solids.

Q: W mixes every incident, reflected and transmitted wave. How does it isolate one transmission?

A: Most pairs contribute nothing. A single plane wave of A and a single plane wave of B are each solutions in a homogeneous solid, so their own W must be constant. It varies as exp[i(k_zA + k_zB)z], so it vanishes unless k_zA + k_zB = 0.

L and SV have different k_z² at the same k∥ and cannot satisfy this condition together. SV and SH can, but their displacements and tractions are perpendicular, so their W vanishes too. What survives is one mode paired with its own reverse.

For such a pair let uᴬ = a e and uᴮ = b e, with the same real polarization vector e. Traction is linear in the wavevector, so tᴬ = i a g and tᴮ = −i b g with g real. Thus

W = i ab g·e + i ab g·e = 2i ab g·e.

The mean power of A along +z is −½Re(t·v*), with velocity v = −iωu:

P = −½Re[(i a g)·(iω a* e)] = ½ω|a|² g·e.

Rescale the amplitudes to α and β, so that |α|² and |β|² are the magnitudes of the normal fluxes. Then

W = ±(4i/ω)αβ,

with the plus sign when the wave of A travels upwards.

Now choose the fields. A has mode i arriving from solid 1 with α = 1, and produces amplitude s_ji in mode j of solid 2. B has mode j arriving from solid 2 with β = 1 and −k∥, and produces s′_ij in mode i of solid 1.

In solid 1, the incoming wave of A pairs with the transmitted wave of B: W = (4i/ω)s′_ij. The reflected waves of A travel downwards like those of B, so they cannot pair. In solid 2, the transmitted wave of A pairs with the incoming wave of B: W = (4i/ω)s_ji. The reflected waves of B travel upwards like those of A. Therefore

s′_ij = s_ji, and τ(i→j) = |s_ji|² = τ(j→i).

B's incoming wave is A's transmitted wave run backwards, which is the opposite direction we need. Isotropy adds that τ depends on the angle and not on the azimuth.

As a numerical test, the welded boundary conditions were solved for 400 random pairs of solids, with densities of 2 to 20 g/cm³, transverse speeds of 1 to 7 km/s and longitudinal speeds 1.5 to 2.2 times the transverse ones. Forward and reverse power fractions differed by at most 1.3×10⁻¹⁵.

Q: What if one of the outgoing waves is evanescent?

A: It does not spoil the balance of the others. Outgoing evanescent waves of A and B decay in the same direction away from the interface, so their k_z have imaginary parts of the same sign and cannot add to zero.

Nor does such a wave carry mean normal power to a distant point: in a lossless solid that power is independent of z, while the field decays. A mode beyond its critical angle is therefore a closed channel. No propagating phonon of that mode and k∥ arrives from the other side either, so both fluxes are zero.

Q: So what is the final statement, and how much of it is thermal?

A: For each open pair of modes, subtracting the two fluxes gives

dΦ(i→j) − dΦ(j→i) = ħω[n(ω,T₁) − n(ω,T₂)] τ d²k∥ dω/(8π³).

At T₁ = T₂ this is zero for every ω and every Snell-matched pair of directions. With densities and sound speeds taken as independent of temperature, it enters through the bracket alone, so any two equal occupations would cancel at that frequency. If the temperatures differ and ħω is much smaller than k_BT, then n ≈ k_BT/ħω, and ħω times the bracket becomes k_B(T₁ − T₂).

Q: Show me numbers, with solids different enough to make trouble.

A: Take a copper film, thick enough to be treated as a half-space, on a stiff, light, oxide-like dielectric at 4.0 K. Rough isotropic values for copper are density 8.9 g/cm³ and speeds 4.8 (L) and 2.3 km/s (T, transverse). The dielectric has round model values: 4.0 g/cm³, 11.0 and 6.4 km/s. At 0.20 THz the occupation is 0.0998.

Consider directions between 4° and 6° for transverse waves in copper. At the centre of the ring, sinθ = (6.4/2.3) sin5° puts the transverse wave in the dielectric at 14.04°. The ring covers 19.1 msr in copper and 152.2 msr in the dielectric. The invariant is

copper: 19.1 × cos5.00°/2.3² = 3.60 msr s²/km²,
dielectric: 152.2 × cos14.04°/6.4² = 3.60 msr s²/km².

The incident power follows from ħω = 1.325×10⁻²² J, ω = 1.257×10¹² s⁻¹ and a bandwidth of 1 GHz, or dω = 6.283×10⁹ s⁻¹:

(1.325×10⁻²² × 0.0998 × 1.579×10²⁴/248.05) × 3.60×10⁻⁹ × 6.283×10⁹ ≈ 1.90 W/m².

For SH, X₁ = 8.9 × 2.3 × cos5.00° = 20.39 and X₂ = 4.0 × 6.4 × cos14.04° = 24.84, in units of 10⁶ kg/(m² s). These give τ = 0.990. The flux is 1.89 W/m² per GHz each way, also when each side is integrated over its own angle.

Q: I see a violation in your numerical output. In that ring L→SV has τ = 0.0517, but SV→L has 0.0502.

A: Those are not reverses of each other. Both are listed from copper to dielectric. The reverse of "L in copper to SV in dielectric" is "SV in dielectric to L in copper", and that has 0.0517. The fluxes are 0.103 W/m² per GHz in both senses. The other conversion channel balances separately at 0.100. Reciprocity reverses a path; it does not exchange the mode labels while leaving the solids in place.

Q: And where a channel is closed?

A: Use the ring from 14° to 16°. It lies above the 12.07° critical angle for transverse waves in copper to excite L waves in the dielectric, and below the 21.06° angle for transverse waves there. Three channels remain:

L→SV: τ = 0.447, flux 2.45 W/m² per GHz each way;
SV→SV: τ = 0.530, flux 2.90 each way;
SH→SH: τ = 0.997, flux 5.46 each way.

Seen from the dielectric, an SV wave sends 0.447 + 0.530 = 0.977 of its power into copper. The other 0.023 must be reflected as SV, since L is closed.

SH transmission is higher here than at 5° because X₁ and X₂ are closer: 19.8 against 17.8. Their order has reversed between the two angles, so they were equal somewhere between, and there τ = 1.

Q: What happens to your cancellation if I do insist on equal angles?

A: It fails. At 30° in copper an SH wave is beyond 21.06° and sends nothing across. At 30° in the dielectric an SH wave refracts towards the normal in copper, both X are positive, and power crosses.

Fluxes per steradian also differ, even on matched paths. Their ratio, copper to dielectric, is the inverse ratio of solid angles, 152.2/19.1 ≈ 8 for transverse waves in the first ring.

Q: Then averaged over the hemisphere, the two sides cannot have the same transmission.

A: They do not. Define

S = Σ_ij ∫ cosθ_i τ(i→j) dΩ_i/c_i².

By the matching and reciprocity relations, S is the same computed from either side. Separate integrations both give 0.1683 s²/km². Without τ, the integral over a hemisphere is πΣ1/c², because ∫cosθ dΩ = π. The mean transmissions are therefore

from copper: 0.1683/[π(1/4.8² + 2/2.3²)] = 0.127,
from dielectric: 0.1683/[π(1/11.0² + 2/6.4²)] = 0.938.

Copper sends many phonons towards the interface and few cross; the dielectric sends few and most cross. Energy conservation caps the second mean at 1, so S cannot exceed its present value by more than a factor 1/0.938 = 1.066 while the dielectric is unchanged.

Q: What total flow is hidden behind the zero?

A: Integrate over frequency with x = ħω/k_BT:

∫ħω³n dω = (k_BT)⁴/ħ³ ∫x³/(eˣ − 1) dx.

Expanding 1/(eˣ − 1) as Σ exp(−mx), m = 1, 2, …, gives 6Σ1/m⁴ = π⁴/15 for the last integral. Dividing by 8π³ and multiplying by S,

q = πk_B⁴T⁴S/(120ħ³).

At 4.0 K this is 3.49×10⁴ W/m² in each direction. For a small difference between the temperatures of the arriving phonons, the conductance is

G = dq/dT = πk_B⁴T³S/(30ħ³) = 3.49×10⁴ W/(m² K) = 0.035 MW/(m² K).

The matching digits are an accident of the temperature: G = 4q/T, and T is 4 K. With copper 0.1 K warmer, the net flux is 3.63×10³ W/m². That exceeds 0.1 K × G by about 4% because q grows as T⁴. A temperature assigned to all phonons beside the contact, including those leaving it, would differ less between the two sides and give a larger conductance; G here, and any limit on it, refers to the arriving phonons.

Q: A real copper film is neither isotropic nor perfectly flat. Does the result survive?

A: In part. The thermal spectrum ħω³n peaks at 0.235 THz, where the transverse wavelength in copper is 9.8 nm. Several assumptions then break by different amounts.

Anisotropy is large. With rough elastic constants C₁₁, C₁₂ and C₄₄ of 170, 120 and 75 GPa, the two transverse speeds along [110], √[(C₁₁ − C₁₂)/(2ρ)] and √(C₄₄/ρ), are 1.68 and 2.90 km/s, a factor 3.0 in 1/c². Snell's law with one speed per mode then fails inside a grain. The flux count survives, since the normal group velocity is ∂ω/∂k_z and turns d³k into d²k∥ dω. The identity for W already allowed a general C, but the pairing of waves must be restated. The equation of motion contains the wavevector only in products of two components, so each wave of A with (k∥, k_z) has a reverse (−k∥, −k_z) among the possible waves of B, with the same polarization. When the k_z of different modes are distinct, W again keeps only a wave paired with its own reverse. Incoming and outgoing are now decided by the normal group velocity, which also changes sign on reversal, so the remaining steps are unchanged. Balance thus holds for reversed paths labelled by k∥, though no longer by simple angles.

Roughness h displaces the phase of a normally reflected wave by 2kh. For Gaussian heights of rms σ, the mean of exp(2ikh) is exp(−2k²σ²), so the specular share of power is exp(−4k²σ²). With σ = 0.3 nm, 2kσ = 0.385 and about 14% leaves the specular beam. This phase picture needs bumps that are wide compared with the wavelength; roughness of the same height correlated over only a nanometre or so scatters several times less. It also concerns reflection. A transmitted wave is shifted in phase by only (k₁ − k₂)h, with k₁ = 0.642 and k₂ = 0.231 nm⁻¹ for transverse waves, so the same picture removes about 1.5% from the transmitted beam. Neither figure is a change in G.

With the dielectric unchanged, the energy cap still applies: anisotropy of copper or elastic roughness can raise G by at most about 7%. For single-crystal copper with the elastic constants above, the welded problem gives 0.977, 0.995 and 1.006 times the isotropic G for interface normals [001], [110] and [111]. The shift is small, but the value 3.49×10⁴ W/(m² K) holds for real copper only to about 2%. How far roughness might lower G was not computed.

Q: And heat the device to room temperature?

A: Then these sound waves are the wrong description. Model copper by a chain of atomic planes with spacing d = 0.18 nm:

ω = (2c/d) sin(kd/2).

At the 4 K peak, the transverse wavenumber is 0.06% above ω/c. But the chain has no transverse waves above c/(πd) = 4.1 THz, and with the L speed no L waves above 8.5 THz, whereas the formal spectral peak at 300 K is 17.6 THz. The value of G must not be extrapolated there with T³.

Q: You also called copper lossless, though it is full of electrons.

A: Here is an estimate for L waves in a free-electron metal, with electron paths long compared with 1/q, where q is the phonon wavenumber. A dilatation ∇·u lowers the electron density n_e by that fraction. Since E_F varies as n_e^(2/3), screening must supply a potential D∇·u with D = 2E_F/3. The golden rule gives the energy loss rate

γ = (2π/ħ) D² (ħq²/2ρω) J.

Here ħq²/(2ρω) is the squared matrix element of the dilatation for absorbing a single phonon, times the volume, and J is the net density of absorbing transitions. It is the density of states 3n_e/(2E_F), times the occupation window ħω, times the angular average 1/(2ħv_Fq) of the energy delta function, for sound much slower than v_F:

J = 3n_eω/(4E_Fv_Fq).

Substitution, with E_F = m_ev_F²/2, gives γ = πn_eE_Fq/(3ρv_F) = πn_em_ev_Fq/(6ρ). Per wavelength the fractional loss is

2πγ/(cq) = π²n_em_ev_F/(3ρc) ≈ 0.95%,

using n_e = 8.57×10²⁸ m⁻³ and v_F = 1.58×10⁶ m/s. An assumed electron path of 100 nm gives q times path = 31, close to the limit used; Pippard's formula for a finite path lowers the loss to 0.92%. So L waves are weakly damped over one wavelength, though not over hundreds: at the 4 K peak their energy decays over about 105 wavelengths, or 2 µm. In a much thinner film, phonons that enter the copper can return from the far surface before the electrons absorb them, so the half-space picture can fail, and the exchange between electrons and phonons in the copper acts in series with G. Damping of transverse waves, and direct coupling of copper's electrons to phonons in the dielectric, are not included in this estimate or in G.

Numbers as computed

```
copper: density 8.9 g/cm3, cL 4.8, cT 2.3 km/s
dielectric: density 4.0 g/cm3, cL 11.0, cT 6.4 km/s
temperature 4.0 K, frequency 0.20 THz, occupation 0.0998
largest reciprocity error, random solids: 1.3e-15
largest energy-balance error, random solids: 2.3e-14
box count, dielectric/copper incident flux: 1.0000
critical angle, T in copper to L in dielectric: 12.07 deg
critical angle, T in copper to T in dielectric: 21.06 deg
RING 4 to 6 deg (T in copper); Cu->diel channels:
 L->L: angles 10.48, 24.63 deg; rings 84.4, 481.5 msr
   tau 0.94697, back 0.94697; flux 1.79901, back 1.79901 W/m2/GHz
 L->SV: angles 10.48, 14.04 deg; rings 84.4, 152.2 msr
   tau 0.05165, back 0.05165; flux 0.10252, back 0.10252 W/m2/GHz
 SV->L: angles 5.00, 24.63 deg; rings 19.1, 481.5 msr
   tau 0.05024, back 0.05024; flux 0.09990, back 0.09990 W/m2/GHz
 SV->SV: angles 5.00, 14.04 deg; rings 19.1, 152.2 msr
   tau 0.94331, back 0.94331; flux 1.79229, back 1.79229 W/m2/GHz
 SH->SH: angles 5.00, 14.04 deg; rings 19.1, 152.2 msr
   tau 0.99035, back 0.99035; flux 1.88598, back 1.88598 W/m2/GHz
RING 14 to 16 deg (T in copper); Cu->diel channels:
 L->SV: angles 32.69, 46.07 deg; rings 284.0, 614.7 msr
   tau 0.44717, back 0.44717; flux 2.45062, back 2.45062 W/m2/GHz
 SV->SV: angles 15.00, 46.07 deg; rings 56.8, 614.7 msr
   tau 0.52996, back 0.52996; flux 2.90190, back 2.90190 W/m2/GHz
 SH->SH: angles 15.00, 46.07 deg; rings 56.8, 614.7 msr
   tau 0.99713, back 0.99713; flux 5.46402, back 5.46402 W/m2/GHz
crossing sum S: from copper 0.168282, from dielectric 0.168282 s2/km2
mean transmission: from copper 0.1271, from dielectric 0.9382
one-way flux: from copper 34942.25, from dielectric 34942.25 W/m2
conductance G at 4.0 K: 34942.3 W/(m2 K) = 0.03494 MW/(m2 K)
net flux, copper 0.1 K warmer: 3627.46 W/m2
spectral peak 0.235 THz, T wavelength in copper 9.78 nm
rough C11, C12, C44 of copper: 170, 120, 75 GPa
anisotropy: [110] transverse speeds 1.68, 2.90 km/s
  ratio of their 1/c^2: 3.00
lattice constant 0.36 nm, plane spacing 0.18 nm
dispersion: wave number raised by 0.056 % at the peak
  chain cutoff 4.07 THz; spectral peak at 300 K 17.6 THz
roughness 0.3 nm: phase 0.385 rad, non-specular share 0.138
electrons: density 8.57e+28 m^-3, Fermi speed 1.58e6 m/s
  L energy loss per wavelength 0.95 %
  q times an assumed 100 nm electron path: 30.8
```
